# Why Nonparabolicity Changes Ballistic Current at Fixed Charge, Not Fixed Barrier: test program

```python
"""
Result under test: for a one-dimensional subband with monotonic energy e(k),
the ballistic current at fixed barrier and contact Fermi levels is
  I = (2e/h) kT [ln(1+exp(mu/kT)) - ln(1+exp((mu-vd)/kT))]
for every shape of e(k), while the barrier-top charge depends on the shape, so
that at fixed charge nonparabolicity lowers the current.
Symbols: mu = source Fermi level minus subband edge at the barrier top (eV),
vd = drain voltage (V), kT in eV, k in 1/nm, mass in electron masses,
alpha = nonparabolicity in e(1+alpha e) = hbar^2 k^2/(2 m)  (1/eV),
charge = electrons per nm, current in uA.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson, trapezoid
from scipy.optimize import brentq
from scipy.special import expit, jn_zeros, kve
import mpmath as mp

A = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m_e, eV nm^2
G0 = 2 * sc.e**2 / sc.h * 1e6                    # uA per V
KB = sc.k / sc.e                                 # eV/K
K = np.linspace(0.0, 4.0, 8001)


def energy(k, alpha, mass):
    g = A * k**2 / mass
    return 2 * g / (1 + np.sqrt(1 + 4 * alpha * g))


def charge(mu, vd, kT, alpha, mass):
    e = energy(K, alpha, mass)
    return trapezoid(expit((mu - e) / kT) + expit((mu - vd - e) / kT), K) / np.pi


def log_current(mu, vd, kT):
    return G0 * kT * (np.logaddexp(0, mu / kT) - np.logaddexp(0, (mu - vd) / kT))


def summed_current(band, mu, vd, kT, kmax=4.0):
    """Sum of velocity times occupation, velocity by finite differences."""
    k = np.linspace(0, kmax, 8001)
    h = 1e-4
    v = (band(k + h) - band(k - h)) / (2 * h)
    e = band(k)
    f = expit((mu - e) / kT) - expit((mu - vd - e) / kT)
    return G0 * simpson(v * f, x=k)


def mu_fixed_charge(mu, vd, kT, alpha, mass):
    """Fermi level at which the nonparabolic band holds the parabolic charge."""
    n0 = charge(mu, vd, kT, 0.0, mass)
    return brentq(lambda m: charge(m, vd, kT, alpha, mass) - n0,
                  mu - 0.3, mu + 0.05, xtol=1e-14)


def mu_gated(mu, vd, kT, alpha, mass, cap):
    """Same gate voltage as the parabolic twin; cap in electrons/(V nm)."""
    n0 = charge(mu, vd, kT, 0.0, mass)
    return brentq(lambda m: m - mu + (charge(m, vd, kT, alpha, mass) - n0) / cap,
                  mu - 0.3, mu + 0.05, xtol=1e-14)


def change(new, old):
    return 100 * (new / old - 1)


def fixed_charge_change(mu, vd, kT, alpha, mass):
    m = mu_fixed_charge(mu, vd, kT, alpha, mass)
    return change(log_current(m, vd, kT), log_current(mu, vd, kT))


# ---------- example parameters (rough, InGaAs nanowire transistor) ----------
temp, vd, mu = 300.0, 0.5, 0.10
kT = KB * temp
mass_bulk, alpha_bulk, gap_bulk = 0.04, 1.2, 0.75
radius, t_ox, eps_ox = 5.0, 3.0, 15.0
contact_fermi = 0.15          # Fermi level above the edge in source and drain
barrier_len = 8.0             # length scale of the source side of the barrier


def subband(r, root):
    """Edge energy, edge mass and alpha of a hard-wall circular-wire subband."""
    g = A * root**2 / (mass_bulk * r**2)
    e1 = (np.sqrt(1 + 4 * alpha_bulk * g) - 1) / (2 * alpha_bulk)
    s = 1 + 2 * alpha_bulk * e1
    return g, e1, mass_bulk * s, alpha_bulk / s


root1, root2 = jn_zeros(0, 1)[0], jn_zeros(1, 1)[0]
g1, e1, mass, alpha = subband(radius, root1)
g2, e2, mass2, alpha2 = subband(radius, root2)

# subband mass and alpha against the bulk band with the confinement term added
g_total = g1 + A * K**2 / mass_bulk
e_total = (np.sqrt(1 + 4 * alpha_bulk * g_total) - 1) / (2 * alpha_bulk)
assert np.allclose(e_total - e1, energy(K, alpha, mass), atol=1e-11)

# ---------- current does not depend on the shape of a monotonic band --------
i_fixed = log_current(mu, vd, kT)
bands = [lambda k: energy(k, 0.0, mass), lambda k: energy(k, alpha, mass),
         lambda k: 0.5 * k**2 + 3 * k**4, lambda k: 0.3 * np.log(1 + 2 * k**2)]
sums = [summed_current(b, mu, vd, kT) for b in bands]
assert np.allclose(sums, i_fixed, rtol=1e-6)
low_bias = [summed_current(b, mu, 0.02, kT) for b in bands]
assert np.allclose(low_bias, log_current(mu, 0.02, kT), rtol=1e-6)

# finite band: the states above the band top are missing
width = 0.15
i_cos = summed_current(lambda k: width / 2 * (1 - np.cos(k)), mu, vd, kT, np.pi)
i_top = log_current(mu - width, vd, kT)
assert abs(i_cos / (i_fixed - i_top) - 1) < 1e-6 and i_cos < 0.99 * i_fixed

# non-monotonic band with every right-mover filled from the source
hump, k0 = 0.03, 0.4
kk = np.linspace(-4, 4, 16001)
ee = hump * ((kk / k0)**2 - 1)**2
vv = 4 * hump * kk / k0**2 * ((kk / k0)**2 - 1)
ff = np.where(vv > 0, expit((mu - ee) / kT), expit((mu - vd - ee) / kT))
i_hump = G0 * trapezoid(vv * ff, kk)
extra = i_fixed - log_current(mu - hump, vd, kT)
assert abs(i_hump / (i_fixed + extra) - 1) < 1e-4 and i_hump > 1.1 * i_fixed

# ---------- charge and current at fixed charge ------------------------------
for m_ in (-0.1, 0.0, 0.15):
    for v_ in (0.01, 0.1, 0.5):
        for a_ in (0.2, 1.0, 3.0):
            assert charge(m_, v_, kT, a_, mass) > charge(m_, v_, kT, 0, mass)
            assert fixed_charge_change(m_, v_, kT, a_, mass) < 0


def fermi_sum(order, m, v):
    """Sum over both contacts of the normalized Fermi-Dirac integral."""
    return sum(float(mp.re(-mp.polylog(order + 1, -mp.exp(x / kT))))
               for x in (m, m - v))


cap = 2 * np.pi * sc.epsilon_0 * eps_ox / np.log(1 + t_ox / radius)   # F/m
cap_n = cap / sc.e * 1e-9                                 # electrons/(V nm)


def first_order(m, v, c):
    """(dn/dalpha)/n, dmu/dalpha and dlnI/dalpha at alpha = 0."""
    pre = np.sqrt(mass * kT / A) / (2 * np.sqrt(np.pi))
    n_a = pre * 0.75 * kT * fermi_sum(0.5, m, v)
    n_m = pre * fermi_sum(-1.5, m, v) / kT
    shift = -n_a / (n_m + c)
    slope = G0 * (expit(m / kT) - expit((m - v) / kT)) / log_current(m, v, kT)
    return n_a / (pre * fermi_sum(-0.5, m, v)), shift, shift * slope


small = 1e-3
for m_, v_ in ((mu, vd), (0.02, 0.05)):
    n0 = charge(m_, v_, kT, 0, mass)
    rise = (charge(m_, v_, kT, small, mass) / n0 - 1) / small
    assert abs(rise / first_order(m_, v_, 0)[0] - 1) < 2e-3
    i0 = log_current(m_, v_, kT)
    ma = mu_fixed_charge(m_, v_, kT, small, mass)
    mb = mu_gated(m_, v_, kT, small, mass, cap_n)
    for m_new, c in ((ma, 0.0), (mb, cap_n)):
        lin = first_order(m_, v_, c)
        assert abs((m_new - m_) / small / lin[1] - 1) < 2e-3
        got = (log_current(m_new, v_, kT) / i0 - 1) / small
        assert abs(got / lin[2] - 1) < 2e-3

# nondegenerate limit, drain term absent
z = 1 / (2 * alpha * kT)
nondeg = np.sqrt(np.pi * alpha * kT) / kve(1, z)
got = 1 + fixed_charge_change(-0.4, 1.0, kT, alpha, mass) / 100
assert abs(got / nondeg - 1) < 1e-5

# zero-temperature limit, approached at 10 K
gam = mu
e_f = (np.sqrt(1 + 4 * alpha * gam) - 1) / (2 * alpha)
cold = 1 / (1 + alpha * e_f)
got = 1 + fixed_charge_change(mu, vd, KB * 10, alpha, mass) / 100
assert abs(got / cold - 1) < 1e-3

# ---------- example: three ways to hold the device --------------------------
n_par = charge(mu, vd, kT, 0, mass)
n_non = charge(mu, vd, kT, alpha, mass)
mu_q = mu_fixed_charge(mu, vd, kT, alpha, mass)
i_q = log_current(mu_q, vd, kT)
mu_g = mu_gated(mu, vd, kT, alpha, mass, cap_n)
i_g = log_current(mu_g, vd, kT)
assert abs(summed_current(bands[1], mu_q, vd, kT) / i_q - 1) < 1e-6
assert i_q < i_g < i_fixed
i_big = log_current(mu_gated(mu, vd, kT, alpha, mass, 1e5), vd, kT)
i_tiny = log_current(mu_gated(mu, vd, kT, alpha, mass, 1e-5), vd, kT)
assert abs(i_big / i_fixed - 1) < 1e-5 and abs(i_tiny / i_q - 1) < 1e-4
dn = 1e-4
cq = (charge(mu + dn, vd, kT, alpha, mass)
      - charge(mu - dn, vd, kT, alpha, mass)) / (2 * dn)


def velocity(i, n):
    return i * 1e-6 / (sc.e * n * 1e9) * 100             # cm/s


# ---------- wave transmission over the barrier ------------------------------
drop_s = contact_fermi - mu
drop_d = drop_s + vd


def wave_current(a, stretch):
    """Two-band (a>0) or Schroedinger (a=0) transmission, slab by slab:
    psi' = (1+a e) s,  s' = -(2m/hbar^2) e psi,  e = energy - potential."""
    l1 = barrier_len * stretch
    l2 = l1 * np.sqrt(drop_d / drop_s)
    dx = 0.25 * np.sqrt(stretch)
    x = np.arange(-5 * l1, 5 * l2, dx) + dx / 2
    pot = -np.where(x < 0, drop_s * np.tanh(x / l1)**2,
                    drop_d * np.tanh(x / l2)**2)
    en = np.linspace(-drop_s + 1e-4, mu + 20 * kT, 1400)
    beta = mass / A

    def local(u):
        e = en - u + 1e-13 + 0j
        w = 1 + a * e
        return e, w, np.sqrt(beta * e * w)

    _, w_r, k_r = local(pot[-1])
    _, w_l, k_l = local(pot[0])
    psi, s = np.ones(en.size, complex), 1j * k_r / w_r
    for u in pot[::-1]:
        e, w, k = local(u)
        c, sn = np.cos(k * dx), np.sin(k * dx) / k
        psi, s = c * psi - w * sn * s, beta * e * sn * psi + c * s
    incoming = (psi + s * w_l / (1j * k_l)) / 2
    trans = ((k_r / w_r) / (k_l / w_l)).real / np.abs(incoming)**2
    assert trans.max() < 1 + 1e-7
    occ = expit((mu - en) / kT) - expit((mu - vd - en) / kT)
    return G0 * trapezoid(trans * occ, en)


long_par, long_non = wave_current(0.0, 4.0), wave_current(alpha, 4.0)
assert abs(long_par / i_fixed - 1) < 5e-3
assert abs(long_non / i_fixed - 1) < 5e-3
wave_par, wave_non = wave_current(0.0, 1.0), wave_current(alpha, 1.0)

# ---------- size of other neglected effects ---------------------------------
i_sub2 = 2 * log_current(mu - (e2 - e1), vd, kT)
n_sub2 = 2 * charge(mu - (e2 - e1), vd, kT, alpha2, mass2)
sat_bulk = 0.5
sat = sat_bulk - e1
i_sat = 4 * log_current(mu - sat, vd, kT)
mobility, r_source = 2000.0, 2.0
v_th = np.sqrt(2 * sc.k * temp / (np.pi * mass * sc.m_e))
mfp = 2 * mobility * 1e-4 * kT / v_th * 1e9
len_d = barrier_len * np.sqrt(drop_d / drop_s)
crit = len_d * np.arctanh(np.sqrt(kT / drop_d))
i_res = brentq(lambda i: i - log_current(mu - i * r_source * 1e-3,
                                         vd - i * r_source * 1e-3, kT), 0, i_fixed)
i_half = log_current(mu_gated(mu, vd, kT, alpha, mass, cap_n / 2), vd, kT)
_, _, mass_w, alpha_w = subband(radius + 0.5, root1)
hot = 358.0
i_hot = log_current(mu, vd, KB * hot)
i_edge = log_current(mu - (g1 - e1), vd, kT)
field = n_non * 1e9 * sc.e / (2 * np.pi * sc.epsilon_0 * eps_ox * radius * 1e-9)

print(f"T {temp:.0f} K, kT {kT:.5f} eV, V_D {vd:.2f} V, mu {mu:.2f} eV")
print(f"bulk mass {mass_bulk:.3f} m_e, bulk alpha {alpha_bulk:.2f} 1/eV")
print(f"wire radius {radius:.1f} nm, oxide {t_ox:.1f} nm, eps_r {eps_ox:.0f}")
print(f"confinement energy: parabolic {g1:.4f}, nonparabolic {e1:.4f} eV")
print(f"subband edge mass {mass:.4f} m_e, alpha {alpha:.4f} 1/eV")
print(f"conductance quantum 2e^2/h {G0:.4f} uA/V")
print(f"current, logarithmic law {i_fixed:.5f} uA")
print(f"k-sum current: parabolic {sums[0]:.5f}, nonparabolic {sums[1]:.5f} uA")
print(f"k-sum current: quartic {sums[2]:.5f}, log-shaped {sums[3]:.5f} uA")
print(f"cosine band of width {width:.2f} eV: current {i_cos:.4f} uA")
print(f"hump band, {hump:.2f} eV hump, all branches filled: {i_hump:.4f} uA")
print(f"charge at fixed barrier: parabolic {n_par:.5f} 1/nm")
print(f"charge at fixed barrier: nonparabolic {n_non:.5f} 1/nm")
print(f"charge change at fixed barrier {change(n_non, n_par):+.3f} %")
print(f"injection velocity: parabolic {velocity(i_fixed, n_par):.4e} cm/s")
print(f"injection velocity: nonparabolic {velocity(i_fixed, n_non):.4e} cm/s")
print(f"fixed charge: mu {mu_q:.5f} eV, barrier rise {1e3*(mu-mu_q):.3f} meV")
print(f"fixed charge: current {i_q:.5f} uA, change {change(i_q, i_fixed):+.3f} %")
lin = first_order(mu, vd, 0.0)
print(f"first order: charge {100*alpha*lin[0]:+.3f} % at fixed barrier")
print(f"first order: barrier rise {-1e3*alpha*lin[1]:.3f} meV at fixed charge")
print(f"first order: current {100*alpha*lin[2]:+.3f} % at fixed charge")
print(f"nondegenerate limit, fixed charge: current ratio {nondeg:.5f}")
print(f"zero-T limit: E_F {e_f:.5f} eV, current ratio {cold:.5f}")
print(f"gate capacitance {cap*1e9:.4f} fF/um = {cap_n:.3f} electrons/(V nm)")
print(f"quantum capacitance {cq:.4f} electrons/(V nm)")
print(f"real gate: barrier rise {1e3*(mu-mu_g):.4f} meV")
print(f"real gate: current {i_g:.5f} uA, change {change(i_g, i_fixed):+.3f} %")
print(f"half gate capacitance: current change {change(i_half, i_fixed):+.3f} %")
print(f"fixed potential, parabolic confinement: current {i_edge:.4f} uA")
print(f"contact Fermi level above its band edge {contact_fermi:.2f} eV")
print(f"barrier lengths: source {barrier_len:.1f} nm, drain {len_d:.1f} nm")
print(f"long barrier x4, wave/log law: parabolic {long_par/i_fixed:.5f}")
print(f"long barrier x4, wave/log law: nonparabolic {long_non/i_fixed:.5f}")
print(f"example barrier, wave/log law: parabolic {wave_par/i_fixed:.5f}")
print(f"example barrier, wave/log law: nonparabolic {wave_non/i_fixed:.5f}")
print(f"second subband pair {e2-e1:.4f} eV above the first")
print(f"second pair adds {100*i_sub2/i_fixed:.2f} % current, "
      f"{100*n_sub2/n_non:.2f} % charge")
print(f"satellite valleys: bulk offset {sat_bulk:.2f} eV, in wire {sat:.3f} eV")
print(f"satellites (4 valleys) add {100*i_sat/i_fixed:.3f} % current")
print(f"mobility {mobility:.0f} cm2/Vs: mean free path {mfp:.1f} nm")
print(f"kT-drop length {crit:.2f} nm, scattering factor {mfp/(mfp+crit):.3f}")
print(f"source resistance {r_source:.1f} kOhm: current {i_res:.3f} uA, "
      f"{change(i_res, i_fixed):+.1f} %")
print(f"wall penetration 0.5 nm: fixed-charge change "
      f"{fixed_charge_change(mu, vd, kT, alpha_w, mass_w):+.3f} %")
print(f"at {hot:.0f} K, fixed barrier: current {i_hot:.4f} uA")
print(f"at {hot:.0f} K, fixed-charge change "
      f"{fixed_charge_change(mu, vd, KB*hot, alpha, mass):+.3f} %")
print(f"bulk gap {gap_bulk:.2f} eV, wire gap at least {gap_bulk+e1:.3f} eV")
print(f"barrier top to drain band edge {drop_d:.3f} eV")
print(f"drain kinetic energy at mu+5kT {drop_d+mu+5*kT:.3f} eV")
print(f"oxide field from channel charge {field*1e-8:.4f} MV/cm")
print("success")
```

Output:

```
T 300 K, kT 0.02585 eV, V_D 0.50 V, mu 0.10 eV
bulk mass 0.040 m_e, bulk alpha 1.20 1/eV
wire radius 5.0 nm, oxide 3.0 nm, eps_r 15
confinement energy: parabolic 0.2203, nonparabolic 0.1810 eV
subband edge mass 0.0574 m_e, alpha 0.8366 1/eV
conductance quantum 2e^2/h 77.4809 uA/V
current, logarithmic law 7.78952 uA
k-sum current: parabolic 7.78952, nonparabolic 7.78952 uA
k-sum current: quartic 7.78952, log-shaped 7.78952 uA
cosine band of width 0.15 eV: current 7.5191 uA
hump band, 0.03 eV hump, all branches filled: 10.0260 uA
charge at fixed barrier: parabolic 0.11939 1/nm
charge at fixed barrier: nonparabolic 0.12487 1/nm
charge change at fixed barrier +4.588 %
injection velocity: parabolic 4.0722e+07 cm/s
injection velocity: nonparabolic 3.8936e+07 cm/s
fixed charge: mu 0.09280 eV, barrier rise 7.205 meV
fixed charge: current 7.24443 uA, change -6.998 %
first order: charge +4.708 % at fixed barrier
first order: barrier rise 8.326 meV at fixed charge
first order: current -8.113 % at fixed charge
nondegenerate limit, fixed charge: current ratio 0.98424
zero-T limit: E_F 0.09280 eV, current ratio 0.92796
gate capacitance 1.7755 fF/um = 11.082 electrons/(V nm)
quantum capacitance 0.7473 electrons/(V nm)
real gate: barrier rise 0.4631 meV
real gate: current 7.75438 uA, change -0.451 %
half gate capacitance: current change -0.848 %
fixed potential, parabolic confinement: current 4.8844 uA
contact Fermi level above its band edge 0.15 eV
barrier lengths: source 8.0 nm, drain 26.5 nm
long barrier x4, wave/log law: parabolic 1.00062
long barrier x4, wave/log law: nonparabolic 1.00082
example barrier, wave/log law: parabolic 1.00955
example barrier, wave/log law: nonparabolic 1.01243
second subband pair 0.2022 eV above the first
second pair adds 0.98 % current, 1.98 % charge
satellite valleys: bulk offset 0.50 eV, in wire 0.319 eV
satellites (4 valleys) add 0.022 % current
mobility 2000 cm2/Vs: mean free path 46.0 nm
kT-drop length 5.85 nm, scattering factor 0.887
source resistance 2.0 kOhm: current 6.769 uA, -13.1 %
wall penetration 0.5 nm: fixed-charge change -7.286 %
at 358 K, fixed barrier: current 7.8398 uA
at 358 K, fixed-charge change -7.009 %
bulk gap 0.75 eV, wire gap at least 0.931 eV
barrier top to drain band edge 0.550 eV
drain kinetic energy at mu+5kT 0.779 eV
oxide field from channel charge 0.0479 MV/cm
success
```
